When to Test the Hessian in Antiferroelectric Finite-Field Loop Calculations

**The decision**

A polarization loop can be calculated by relaxing a crystal at a sequence of electric fields, each relaxation starting from the previous structure. The practical choice is whether to stop when the forces vanish, or also to compute the Hessian, inspect its lowest eigenvalue and restart along the soft mode if the structure is unstable. For an antiferroelectric this choice can decide whether the calculation finds a loop at all. On the way back from high field, the force that should restore the antipolar order vanishes by symmetry even after the polar state has become unstable.

The smallest model with this behaviour has two sublattices with polarizations Pa and Pb along one axis. Each is the dipole moment of one sublattice divided by the total volume, so the measured polarization is Pa + Pb. At fixed macroscopic field E, take the energy density

f = (A/2)(Pa² + Pb²) + G Pa Pb + (B/4)(Pa⁴ + Pb⁴) − E(Pa + Pb),

with G > 0, which favours antiparallel sublattices, and B > 0, which bounds the energy from below. The state is uniform within each sublattice, the field changes infinitely slowly, and there is no thermal activation. An unstable state moves downhill with overdamped dynamics.

Put Pa = P0 p, Pb = P0 q and E = E0 e, with P0 = √(G/B) and E0 = G P0. Dividing f by U0 = G P0² leaves one material parameter, r = A/G:

u = (r/2)(p² + q²) + pq + (p⁴ + q⁴)/4 − e(p + q).

Quantities without a unit below are in these reduced units.

**The two families of states**

Use the mean m = (p + q)/2 and the staggered part n = (p − q)/2. Then p = m + n, q = m − n, and

p² + q² = 2(m² + n²), pq = m² − n², p⁴ + q⁴ = 2(m⁴ + 6m²n² + n⁴).

The energy becomes

u = (r + 1)m² + (r − 1)n² + (m⁴ + 6m²n² + n⁴)/2 − 2em.

Setting both derivatives to zero and dividing by 2 gives

e = (r + 1)m + m³ + 3mn²,
n(r − 1 + n² + 3m²) = 0.

The second equation has two kinds of solution: polar states with n = 0, and antipolar states with n² = 1 − r − 3m². At zero field the antipolar state has m = 0 and n² = 1 − r, so r < 1 is required.

**Where the polar state ends**

In the coordinates p and q the Hessian has diagonal elements r + 3p² and r + 3q², and off-diagonal elements 1. For p = q = m its eigenvalues are

r + 3m² + 1 for the vector (1, 1)/√2,
r + 3m² − 1 for the vector (1, −1)/√2.

The second is the lower. It vanishes at

m_B² = (1 − r)/3.

Inserting this in e = (r + 1)m + m³ gives the backward switching field

e_B = m_B[r + 1 + (1 − r)/3] = m_B(4 + 2r)/3.

To see how the warning develops, let δ = e − e_B. On the polar branch de/dm = r + 1 + 3m², which equals 2 at m_B. The lowest eigenvalue λ has dλ/dm = 6m, so to leading order

λ ≈ (6m_B/2)δ = 3m_B δ.

**Where the antipolar state ends**

Inserting n² = 1 − r − 3m² in the field equation gives

e = (r + 1)m + m³ + 3m(1 − r − 3m²) = (4 − 2r)m − 8m³.

The branch can follow a rising field until de/dm = 4 − 2r − 24m² vanishes:

m_F² = (2 − r)/12.

Since 4 − 2r = 24m_F², the forward switching field is

e_F = 24m_F³ − 8m_F³ = 16m_F³.

This turning point, or fold, must also be the point where stability is lost. In the coordinates m and n the second derivatives on the branch are

u_mm = 2(r + 1 + 3m² + 3n²), u_mn = 12mn, u_nn = 4n².

Their determinant, after eliminating n² inside the bracket, is

8n²(r + 1 + 3m² + 3n² − 18m²) = 8n²(4 − 2r − 24m²).

The change from (m, n) to (p, q) has a Jacobian determinant of magnitude 2, which enters squared. The determinant D of the Hessian in p and q is therefore one quarter of this:

D = 2n²(4 − 2r − 24m²) = 48n²(m_F² − m²).

The trace is

T = 2r + 6(m² + n²) = 6 − 4r − 12m².

At the fold n² = (2 − 3r)/4 and T = 4 − 3r. For r < 2/3 both are positive, and both n² and T are larger at smaller |m|. Hence D and T are positive before the fold: both eigenvalues are positive, and the lower one reaches zero at the fold.

Now let δ = e_F − e. The second derivative of e with respect to m is −48m_F, so δ ≈ 24m_F(m_F − m)². Near the fold

D ≈ 48[(2 − 3r)/4] 2m_F(m_F − m) = (2 − 3r)√(24m_F δ).

One eigenvalue is small and the other is close to T, so λ ≈ D/T:

λ ≈ [(2 − 3r)/(4 − 3r)]√(24m_F δ).

The two limits thus call for different extrapolations. Near the polar limit, plot λ against field; near the fold, plot λ². From two stable points close to the fold,

e_F ≈ (λ₁²e₂ − λ₂²e₁)/(λ₁² − λ₂²).

How close is close enough depends on r. At r = −0.5, points 0.02 and 0.01 below the fold give e_F too low by 7×10⁻⁴. At r = 0.6, where e_F − e_B is only 0.005, λ still exceeds the square-root law by 38% at δ = 0.001. For the polar limit, replace the squares by first powers. Rescaling the coordinates changes the size of λ but not the signs of the Hessian eigenvalues or the field at which one vanishes, so the coordinates should stay the same during an extrapolation.

**When a double loop is expected**

The antipolar curve meets the polar curve at n = 0, where m = m_B and e = e_B. Moreover,

m_B² − m_F² = (2 − 3r)/12.

For r < 2/3 the antipolar curve therefore reaches its maximum e_F before it comes down to e_B, so e_F > e_B and the transition has hysteresis. The piece between m_F and m_B has D < 0 and consists of saddles, which form the barrier between the two minima. For 2/3 < r < 1 the curve rises all the way to the meeting point, and the transition is continuous.

Two separate loops with no remanence also require e_B > 0, that is r > −2. The range is

−2 < r < 2/3.

For r < −2 the polar state is still stable when the field has returned to zero, with p + q = 2√(−r − 1).

The range can be estimated before any field is applied. At the nonpolar reference structure, p = q = 0, let κs and κa be the curvatures of the zero-field f along (1, 1)/√2 and (1, −1)/√2. They are A + G and A − G, so

A = (κs + κa)/2, G = (κs − κa)/2.

The zero-field sublattice polarization Pn satisfies Pn² = (G − A)/B, which supplies B. With κa < 0, the double-loop range becomes

−|κa|/3 < κs < 5|κa|.

This is an estimate within the quartic model. Higher powers of polarization, strain coupling or polarization rotation can move the limits.

**Why vanishing forces are insufficient**

At p = q the two gradient components are identical:

∂u/∂p = ∂u/∂q = (r + 1)p + p³ − e.

A descent that treats the sublattices alike keeps p = q. When e_B > 0, at any field between −e_B and e_B it converges to a state with zero force and a negative Hessian eigenvalue. For r = −0.5 and e = 0.5, descent from p = q = 1.2 ends at p = q = 0.590. There λ = −0.5 + 3(0.590)² − 1 ≈ −0.46, so the state is a saddle. Rounding noise may break the symmetry in a larger calculation, but then the apparent switching field depends on that noise.

The cell matters as much as the test. If it holds one sublattice and repeats it, p = q is imposed and the vector (1, −1) is absent from the Hessian. At r = −0.5 such a cell gives e = 0.5m + m³, a single-valued curve without hysteresis. Use a cell that contains both sublattices, and remove any symmetry constraint that makes them equal, in the relaxation and in the Hessian.

**A procedure that follows the minimum**

1. At the new field, start from the last stable state x = (p, q) and repeat the Newton correction HΔx = −∇u, where H is the Hessian.
2. Accept the result if the iteration converges, the displacement is small and λ > 0. The displacement limit is needed because, beyond a fold, Newton's method may land on a distant minimum and hide the jump.
3. Otherwise return to the last stable state and halve the field step.
4. When the step falls below a chosen tolerance, set the field to the last value that failed and displace the last stable state along the soft eigenvector. Choose the sign with the lower energy; at a tie either will do. Then descend to a minimum at this field, polish it with Newton's method and continue. At the last stable field the old minimum still exists, and with a coarse tolerance a small kick can fall back into it: for r = −0.5 a kick of 0.02 falls back at 10⁻³ from either limit, but escapes at 10⁻⁴ and closer.

Before accepting a jump, look at λ in the last stable state. It should be small and follow one of the two laws above. If it is not small, the step has probably failed for a numerical reason. In an atomic calculation, exclude the zero eigenvalues of rigid translation and use the Hessian at fixed field.

**How large a kick, and how tight a force threshold**

The polar limit needs care because the kick alone raises the energy. At e_B, with m held at m_B, the quadratic terms in n cancel and the change is +n⁴/2. Comparing energies straight after the kick would wrongly suggest stability.

The escape appears once m is allowed to respond. Overdamped descent, dp/dt = −∂u/∂p and likewise for q, gives

dm/dt = −[(r + 1)m + m³ + 3mn² − e],
dn/dt = −n(r − 1 + n² + 3m²).

Write m = m_B + μ. Since r + 1 + 3m_B² = 2, to leading order

dμ/dt = −2μ − 3m_B n².

This settles quickly to μ = −(3/2)m_B n². The second equation then becomes

dn/dt = −n(n² + 6m_B μ) = (9m_B² − 1)n³ = (2 − 3r)n³.

Growth requires r < 2/3, the same condition as hysteresis.

For r = −0.5, a kick of length 0.02 gives n = 0.02/√2 = 0.0141 and costs n⁴/2 = 2.0×10⁻⁸. After m has adjusted, the driving force is 3.5n³ ≈ 1×10⁻⁵. A relaxation with a looser force threshold can stop there and report the polar state as converged. The growth law gives an escape time of about 1/(7n²) ≈ 700 reduced time units.

There are two remedies. A kick five times larger raises the cubic force 125 times, as long as n remains small. Alternatively, step past the limit by Δ, which adds a force of about 3m_B Δ n. With Δ = 0.01 this is 3×10⁻⁴, some thirty times the cubic force, at the price of an uncertainty of up to Δ in the switching field.

**A worked loop**

Take the round model parameters A = −0.5×10⁸ V m/C, G = 1×10⁸ V m/C and B = 2.5×10⁹ V m⁵/C³. Then P0 = 0.2 C/m², E0 = 20 MV/m, U0 = 4 MJ/m³ and r = −0.5. The forward limit is

m_F² = 2.5/12 = 0.2083, m_F = 0.4564,
e_F = 16 × 0.2083 × 0.4564 = 1.521, or 30.4 MV/m.

The backward limit is

m_B² = 1.5/3 = 0.5, m_B = 0.7071,
e_B = 0.7071 × 3/3 = 0.707, or 14.1 MV/m.

The procedure was run from e = 0 to 2.5, down to −2.5 and back, with field steps of 0.01, a smallest step of 10⁻¹⁰, a displacement limit of 0.15 and a kick of 0.02. It jumped at these same fields and at their negatives. The total polarization p + q at selected positive fields was:

e = 0: rising 0, falling 0
e = 0.5: rising 0.203, falling 0.203
e = 1.0: rising 0.432, falling 1.670
e = 1.5: rising 0.823, falling 2.000
e = 2.0: rising 2.256, falling 2.256

The branches coincide at low and high field and differ between e_B and e_F.

At the forward jump (p, q) goes from (1.392, −0.479) to (1.006, 1.006). The soft vector satisfies (r + 3p²)v_p + v_q = 0. Here r + 3p² = 5.31, so its normalized magnitudes are 0.185 on p and 0.983 on q: the instability sits mainly on the sublattice that opposes the field. At the backward jump the state goes from (0.707, 0.707) to (−1.052, 1.345), and the soft vector has equal magnitudes on both. The opposite kick exchanges the sublattices and leaves p + q unchanged, so the loop does not depend on that choice.

The energy drops are 0.397 forward and 0.602 backward. Along a stable branch the state is stationary, so du/de = −(p + q). Over a closed cycle the total change of u is zero:

−∮(p + q)de − W = 0,

where W is the sum of the energy drops. Since e(p + q) returns to its starting value, integration by parts gives

∮e d(p + q) = W.

Each kind of jump occurs once at each sign of the field, so W = 2(0.397 + 0.602) = 2.00, or 8.0 MJ/m³ per cycle. Comparing the loop area with the energy drops is a useful test of one's own calculation, because an unrecorded jump spoils the balance. It does not reveal a state trapped on a saddle: such a state is also stationary, so du/de = −(p + q) still holds and the balance is kept. That error must be caught by the Hessian test or by a displacement that breaks the symmetry.

**What the switching fields mean**

The two limits say when a uniform state ceases to be a local minimum. They do not say when the other state becomes lower in energy. Solving for equal energies of the two minima numerically gives e = 1.20 in this example, between e_B and e_F. Thermal activation, defects or moving phase boundaries can end a metastable branch before its uniform limit, whereas a fast field sweep can delay the response. The calculated loop should therefore be reported as the slow, uniform, zero-activation result.

The case r = −2.5 shows the other kind of loop. Here m_B = √(3.5/3) = 1.080 and e_B = 1.080 × (−1/3) = −0.360. After a large positive field is removed, p + q = 2√1.5 = 2.449 remains, and the polar state survives until the field has been reversed. At e_B it falls into the antipolar state, not into the reversed polar state, which appears only at −e_F = −3.67. A sweep that stops at zero field would miss this switching. With the Hessian test on, the polarization left at zero field tells the two cases apart. To find where a remanent polar state ends, continue the sweep to negative fields with the test still on.
